# Self-Sputtering Runaway in Magnetrons: Threshold, Growth Rate and Density Feedback

In a magnetron, ions strike a target and eject atoms from it. Some of these atoms are ionized in the plasma, return to the target and eject further atoms. The problem is to find when this loop makes the ion current run away.

The following quantities are used.

- \(Y\) is the mean number of atoms ejected by one returning ion.
- \(\alpha\) is the fraction of ejected atoms that are ionized before they leave the plasma.
- \(\beta\) is the fraction of those ionized atoms that return to the target as ions.

All ions are singly charged. \(J\) denotes the ion part of the target current density, without secondary electrons. Until part (g) the plasma parameters are frozen: \(\alpha,\beta,Y\) do not depend on \(J\) or on time. Laboratory units are used, since atomic units are unnatural for this problem.

## (a) One cycle

**Find the mean number \(\Pi\) of next-generation impacts caused by one ion impact. When is the mean total number of impacts finite?**

Let the impact eject \(N\) atoms. For atom \(i\), put \(I_i=1\) if it is ionized and \(R_i=1\) if it returns as an ion; otherwise they are zero. The number of new impacts is \(M=\sum_{i=1}^{N}I_iR_i\). The definition of conditional probability gives, for an atom drawn from all those ejected,

\[
\Pr(I=1,R=1)=\Pr(I=1)\,\Pr(R=1\,|\,I=1)=\alpha\beta .
\]

Multiplication by the mean number of ejected atoms yields

\[
\Pi=\langle M\rangle=\alpha\beta Y .
\]

Ionization and return need not be independent, because \(\beta\) refers to atoms already known to be ionized.

If every generation has the same averages, the mean size of generation \(k\) obeys \(\langle Z_{k+1}\rangle=\Pi\langle Z_k\rangle\). With \(Z_0=1\) this gives \(\langle Z_k\rangle=\Pi^k\). The mean total number of impacts is

\[
\sum_{k=0}^{\infty}\Pi^k=\frac{1}{1-\Pi}\quad(\Pi<1),
\]

and it diverges for \(\Pi\ge1\). At \(\Pi=1\) the mean generation size stays constant; for \(\Pi>1\) it grows geometrically. Here runaway means geometric growth of the mean generation size. Its condition at frozen parameters is therefore

\[
\boxed{\alpha\beta Y>1}
\]

Since \(\alpha\beta\le1\), a yield above one is necessary, but it is not sufficient. This statement concerns the self-sputtering loop alone. In a real discharge, recycling of the working gas forms a second loop, and targets with \(Y<1\) can also reach high currents.

## (b) Growth in real time

**Generations overlap, because atoms and ions take different times to complete the cycle. Show that the threshold is unchanged, and find the long-time current when a constant gas-ion current \(J_g\) is switched on at \(t=0\).**

Let \(K(\tau)\,d\tau\) be the mean number of new impacts that follow an impact after a delay between \(\tau\) and \(\tau+d\tau\). Then \(\int K\,d\tau=\Pi\). Let \(K\) be a smooth positive function on a finite interval of delays and zero outside it. Gas ions are given the same yield \(Y\) as returning ions, and recycling of gas atoms is left out. The current at \(t\) is the source plus the offspring of earlier impacts:

\[
J(t)=J_g+\int_0^t K(\tau)J(t-\tau)\,d\tau .
\]

Define \(\kappa(s)=\int K(\tau)e^{-s\tau}d\tau\). The Laplace transform turns the convolution into a product, so

\[
\hat J(s)=\frac{J_g}{s}+\kappa(s)\hat J(s)
\quad\Rightarrow\quad
\hat J(s)=\frac{J_g}{s\,[1-\kappa(s)]} .
\]

The long-time behaviour follows from the poles: \(s=0\) and the roots of \(\kappa(s)=1\). For real \(s\),

\[
\kappa'(s)=-\int\tau K(\tau)e^{-s\tau}d\tau<0 ,
\]

so \(\kappa\) falls steadily from \(+\infty\) to \(0\). There is one real root \(s_0\). Because \(\kappa(0)=\Pi\), it is positive for \(\Pi>1\), zero for \(\Pi=1\) and negative for \(\Pi<1\).

A complex root \(s=\sigma+i\omega\) with \(\omega\ne0\) satisfies, by the real part of \(\kappa(s)=1\),

\[
1=\int K(\tau)e^{-\sigma\tau}\cos(\omega\tau)\,d\tau<\kappa(\sigma).
\]

Since \(\kappa(s_0)=1\) and \(\kappa\) decreases, \(\sigma<s_0\). Also \(\kappa(\sigma+i\omega)\to0\) for \(|\omega|\to\infty\) at bounded \(\sigma\), so complex roots cannot crowd up to the line \(\mathrm{Re}\,s=s_0\). The real root dominates them.

For \(\Pi\ne1\), the residue at \(s=0\) is \(J_g/(1-\Pi)\). Near \(s_0\), \(1-\kappa(s)\simeq|\kappa'(s_0)|(s-s_0)\). Together these poles give

\[
J(t)\simeq\frac{J_g}{1-\Pi}+\frac{J_g}{s_0|\kappa'(s_0)|}\,e^{s_0t}.
\]

For \(\Pi>1\) the second term is positive and grows, and it alone gives the leading behaviour. Complex roots may then also have positive real parts; their oscillating terms can exceed the constant, but they grow more slowly than \(e^{s_0t}\). For \(\Pi<1\) it is negative and decays, leaving the source multiplied by \(1/(1-\Pi)\).

Let \(\bar\tau=\Pi^{-1}\int\tau K\,d\tau\) be the mean cycle time of successful returns. At \(\Pi=1\), \(\kappa(s)\simeq1-\bar\tau s\) near zero, so \(\hat J\simeq J_g/(\bar\tau s^2)\) and

\[
J(t)\simeq J_g\,t/\bar\tau
\]

to leading order at long times. A constant source then gives linear growth.

A lower bound on the growth rate follows from the convexity of the exponential. Averaging over successful returns gives \(\kappa(s)/\Pi=\langle e^{-s\tau}\rangle\ge e^{-s\bar\tau}\). At \(s_0\) the left side is \(1/\Pi\), hence

\[
s_0\ge\frac{\ln\Pi}{\bar\tau}.
\]

A different gas-ion yield \(Y_g\) does not move the threshold. If the atoms it ejects have the same \(\alpha\) and \(\beta\), the steady metal-ion current satisfies \(J_m=\alpha\beta Y_gJ_g+\Pi J_m\), so the denominator is still \(1-\Pi\).

## (c) A model for ionization and return

**Atoms leave the target along its normal at speed \(v\) and cross a plasma layer of thickness \(L\), where the ionization rate is \(\nu=kn\) for electron density \(n\). Ions born below height \(d<L\) return with probability \(b\); those born higher escape. Ions return at mean speed \(u\). Find \(\alpha\), \(\beta\), the threshold density and the equation for the growth rate.**

In the time \(dz/v\) an atom is ionized with probability \(\lambda\,dz\), where \(\lambda=\nu/v\). The surviving fraction obeys \(dS/dz=-\lambda S\), so \(S=e^{-\lambda z}\), and the density of birth heights is \(\lambda e^{-\lambda z}\). Integration gives

\[
\alpha=\int_0^L\lambda e^{-\lambda z}dz=1-e^{-\lambda L},
\qquad
\alpha\beta=b\int_0^d\lambda e^{-\lambda z}dz=b(1-e^{-\lambda d}),
\]

and therefore

\[
\beta=b\,\frac{1-e^{-\lambda d}}{1-e^{-\lambda L}} .
\]

With \(P=bY\) and \(n_s=v/(kd)\), we have \(\lambda d=n/n_s\) and

\[
\Pi=P\left(1-e^{-n/n_s}\right).
\]

The thickness \(L\) cancels because ions born above \(d\) count in \(\alpha\) but never return. Setting \(\Pi=1\) gives \(e^{-n_c/n_s}=(P-1)/P\), or

\[
n_c=\frac{v}{kd}\ln\frac{P}{P-1},\qquad P>1 .
\]

For large \(P\), \(n_c\simeq n_s/P\). As \(P\) falls to one, \(n_c\) diverges logarithmically. For \(P\le1\), no finite density reaches the threshold.

An ion born at \(z\) completes its cycle after \(\tau=cz\), with \(c=1/v+1/u\). Hence

\[
\kappa(s)=P\int_0^d\lambda e^{-\lambda z}e^{-scz}dz
=P\lambda\,\frac{1-e^{-(\lambda+sc)d}}{\lambda+sc},
\]

and \(s_0\) is the real solution of \(\kappa(s_0)=1\). For the mean cycle time, integration by parts gives

\[
\int_0^d z\lambda e^{-\lambda z}dz=-d\,e^{-\lambda d}+\frac{1-e^{-\lambda d}}{\lambda}.
\]

Multiplying by \(c\) and dividing by the fraction born below \(d\), \(1-e^{-\lambda d}\), gives

\[
\bar\tau=c\left[\frac1\lambda-\frac{d}{e^{\lambda d}-1}\right].
\]

For \(\lambda d\to0\), births are uniform in height and \(\bar\tau\to cd/2\). At higher density they move toward the target and the mean cycle shortens.

## (d) Numbers below, at and above threshold

**Take \(L=20\) mm, \(d=15\) mm, \(v=2\) km/s, \(u=6\) km/s, \(k=10^{-14}\ \mathrm{m^3/s}\), \(b=0.9\) and \(Y=2\). Find the threshold density and compare \(n=5\times10^{18}\) and \(2\times10^{19}\ \mathrm{m^{-3}}\).**

These are round model parameters, not data for a particular metal. Here \(P=0.9\times2=1.8\), and

\[
n_s=\frac{2000}{10^{-14}\times0.015}\ \mathrm{m^{-3}}=1.333\times10^{19}\ \mathrm{m^{-3}},
\]

\[
n_c=n_s\ln\frac{1.8}{0.8}=1.081\times10^{19}\ \mathrm{m^{-3}}
=1.081\times10^{13}\ \mathrm{cm^{-3}} .
\]

At the lower density, \(\lambda d=0.375\), \(\alpha=0.3935\) and \(\beta=0.7153\). Thus \(\Pi=0.563\), and the source is multiplied by \(1/(1-0.563)=2.29\). Time stepping of the delayed current gives the same gain to this precision.

At threshold \(\bar\tau=4.33\ \mu\mathrm{s}\), so the current should rise by \(1/4.33=0.231\) of the source current per microsecond. The simulated slope agrees within 0.2 per cent.

At the higher density, \(\lambda d=1.5\), and

\[
\Pi=0.8647\times0.8086\times2=1.398 .
\]

With \(c=(1/2+1/6)\ \mu\mathrm{s/mm}=0.6667\ \mu\mathrm{s/mm}\), the root is \(s_0=0.0972\ \mu\mathrm{s}^{-1}=9.72\times10^4\ \mathrm{s^{-1}}\). To check it, \(\lambda=0.1\ \mathrm{mm^{-1}}\) gives \((\lambda+s_0c)d=2.472\), and

\[
\kappa(s_0)=1.8\times1.5\times\frac{1-e^{-2.472}}{2.472}=1.000 .
\]

The doubling time is \(\ln2/s_0=7.13\ \mu\mathrm{s}\). This value holds only while the density stays frozen. If the density follows the current as in part (g), it doubles together with the current, and the same doubling is about three times faster. The lower bound \(\ln\Pi/\bar\tau\), with \(\bar\tau=3.79\ \mu\mathrm{s}\), is \(0.0884\ \mu\mathrm{s}^{-1}\), about 9 per cent below the actual rate. Time stepping again gives \(0.0972\ \mu\mathrm{s}^{-1}\).

## (e) Atoms with different speeds

**At the higher density, let half the ejected atoms have speed 1 km/s and half 8 km/s. May \(\alpha\) and \(\beta\) be averaged separately over the ejected atoms?**

For equal shares, the definitions in part (a) require

\[
\alpha=\frac{\alpha_1+\alpha_2}{2},
\qquad
\beta=\frac{\alpha_1\beta_1+\alpha_2\beta_2}{\alpha_1+\alpha_2}.
\]

Thus \(\beta\) is weighted by the number of ions produced. The numbers are \(\alpha=0.688\) and \(\beta=0.827\), with product \(0.568\). A stepwise walk of the atoms through the layer gives the same product to three digits. The plain average \((\beta_1+\beta_2)/2=0.793\) would give \(0.545\), which is 4 per cent too low.

The sign of the error follows from the model. Slow atoms have larger \(\lambda\), hence larger \(\alpha\). They also have larger \(\beta\), because

\[
\frac{d\ln\beta}{d\lambda}=\frac{d}{e^{\lambda d}-1}-\frac{L}{e^{\lambda L}-1}>0 .
\]

The inequality holds because \(y/(e^{\lambda y}-1)\) decreases with \(y\) and \(d<L\). The plain average gives the slow atoms too little weight among the ions.

## (f) The fate of a single ion

**Let the number of ejected atoms be Poisson distributed with mean \(Y\), and let the atoms behave independently. Does \(\Pi>1\) guarantee that one ion starts an unending avalanche?**

Let \(q_k\) be the probability that the lineage is extinct by generation \(k\). Each ejected atom either starts no lineage, with probability \(1-\alpha\beta\), or starts one that must die out. Averaging over the Poisson number of atoms gives

\[
q_{k+1}=\sum_{N=0}^{\infty}\frac{e^{-Y}Y^N}{N!}\,[1-\alpha\beta+\alpha\beta q_k]^N
=e^{\Pi(q_k-1)} .
\]

Starting from \(q_0=0\), the sequence rises to the smallest root of \(q=G(q)\), where \(G(q)=e^{\Pi(q-1)}\).

The function \(G\) is strictly convex, with \(G(1)=1\) and \(G'(1)=\Pi\). If \(\Pi\le1\), its tangent at one shows that \(G(q)>1+\Pi(q-1)\ge q\) for \(q<1\), so extinction is certain. If \(\Pi>1\), then \(G(q)<q\) just below one while \(G(0)>0\), so a root lies below one. Survival is possible but not guaranteed.

For \(\Pi=1.398\), the root is \(q=0.490\); simulated lineages give \(0.491\). At this value of \(\Pi\), nearly half of the single-ion lineages therefore die out, although \(\Pi\) exceeds one. For ten independent initial ions, the probability that all lineages die out is \(0.490^{10}\approx8\times10^{-4}\). A current of many ions is thus described by the mean criterion, although an individual ion is not. How many ions suffice depends on \(\Pi\): near threshold \(q\simeq1-2(\Pi-1)\), so the number grows as \(1/(\Pi-1)\). At \(\Pi=1.001\) about 3500 initial ions are needed to bring the extinction probability down to \(10^{-3}\).

## (g) Density that rises with the current

**Now let \(n=gJ\), with \(g=10^{19}\ \mathrm{m^{-3}}\) per \(\mathrm{A/cm^2}\), and keep \(k,v,b,Y,d\) fixed. The density adjusts to the current of each generation. At what source current does the low-current steady state disappear, and what is \(\Pi\) there?**

Put \(J_0=n_s/g\) and \(x=J/J_0\). Successive generations obey

\[
J_{k+1}=J_g+\Pi(J_k)J_k,\qquad \Pi(J)=P(1-e^{-x}).
\]

A steady state requires \(H(J)=J[1-\Pi(J)]=J_g\). Differentiation gives

\[
H'(J)=1-\Pi-J\Pi'(J)=1-P\varphi(x),
\qquad
\varphi(x)=1-e^{-x}+xe^{-x}.
\]

Since \(\varphi'(x)=(2-x)e^{-x}\), \(\varphi\) rises from zero to \(1+e^{-2}\) at \(x=2\) and then falls toward one from above. For \(P>1\) it crosses \(1/P\) once, at \(x_f<1\). There \(H\) has its maximum, beyond which it decreases without bound. The critical source current and the value of \(\Pi\) are

\[
J_{g,c}=J_f(1-\Pi_f),\qquad \Pi_f=1-J_f\Pi'(J_f)<1,\qquad J_f=J_0x_f .
\]

This maximum also decides the evolution from zero current. The right side of the generation map increases with \(J_k\), so the sequence rises. If a steady state exists, the sequence cannot pass the lowest one and converges to it. If none exists, it cannot converge, since its limit would be a steady state; it must grow without bound.

For the example, \(J_0=1.333\ \mathrm{A/cm^2}\) and \(x_f=0.3618\). Therefore

\[
J_f=0.482\ \mathrm{A/cm^2},\quad \Pi_f=0.5465,\quad
J_{g,c}=0.4824(1-0.5465)\ \mathrm{A/cm^2}=0.219\ \mathrm{A/cm^2}.
\]

Iteration at 99 per cent of the critical source settles at \(0.430\ \mathrm{A/cm^2}\); at 101 per cent it runs away. The first value lies 11 per cent below \(J_f\), although the source is only 1 per cent below critical. This sensitivity reflects the flat maximum of \(H\): the distance from \(J_f\) varies as the square root of the source deficit.

The condition \(\Pi>1\) keeps a distinct meaning. With the source off, \(J_{k+1}/J_k=\Pi(J_k)\), so the current grows above \(n_c/g=1.081\ \mathrm{A/cm^2}\) and dies out below it. With a source slightly above critical, the climb begins at \(\Pi<1\), driven by the source and the rising density. It becomes self-sustaining once \(\Pi\) passes one.

**What happens if \(P\le1\)?** For \(P<1\), \(J_{k+1}\le J_g+PJ_k\), so a current starting from zero stays below \(J_g/(1-P)\). It can still jump between finite steady states if \(\varphi\) crosses \(1/P\) twice, which requires

\[
\frac{1}{1+e^{-2}}=0.881<P<1 .
\]

At \(P=1\), \(H=Je^{-x}\) has the maximum \(J_0/e\). A larger source gives unbounded growth although \(\Pi\) approaches one only from below. With feedback, unbounded growth from a finite source is therefore excluded when \(\Pi\) stays below a fixed bound smaller than one; \(\Pi<1\) alone does not exclude it.

The source \(J_g\) was held fixed here. In a discharge the gas is ionized by the same electrons, so \(J_g\) also rises with \(n\) unless gas ionization is already saturated. This moves the fold to lower current or removes it, and the values of \(J_{g,c}\) and \(\Pi_f\) above then do not apply. Indefinite growth belongs to the model. If the target voltage falls as the current rises, or if the electrons cool, \(Y\) or \(k\) changes, and \(\Pi(J)\) must be recalculated. A steady state can return if these changes bring \(\Pi\) below one again. The numerical output below lists the values used here.

## Numbers as computed

```
layer thickness L = 20 mm, return height d = 15 mm
atom speed v = 2 km/s, ion return speed u = 6 km/s
ionization coefficient k = 1.0e-14 m^3/s
return factor b = 0.90, yield Y = 2.00, P = bY = 1.80
density scale v/(k d) = 1.3333e+19 m^-3
threshold density n_c = 1.0812e+19 m^-3
low: n = 5.0000e+18 m^-3, rate = 0.0500 per us
  alpha = 0.3935, beta = 0.7153, Pi = 0.5629
  mean cycle time = 4.6882 us
threshold: n = 1.0812e+19 m^-3, rate = 0.1081 per us
  alpha = 0.6608, beta = 0.7566, Pi = 1.0000
  mean cycle time = 4.3315 us
high: n = 2.0000e+19 m^-3, rate = 0.2000 per us
  alpha = 0.8647, beta = 0.8086, Pi = 1.3984
  mean cycle time = 3.7945 us
low: gain 1/(1-Pi) = 2.2877
low: simulated gain at 100 us = 2.2878
low: s formula = -0.11156 per us
low: s simulated = -0.11152 per us
threshold: slope formula 1/tau = 0.23087 per us
threshold: slope simulated = 0.23121 per us
high: s formula = 0.09721 per us
high: s simulated = 0.09720 per us
high: lower bound ln(Pi)/tau = 0.08837 per us
high: doubling time = 7.130 us
high: extinction probability formula = 0.4903
high: extinction fraction simulated = 0.4911
two speeds = 1 and 8 km/s, high density
  alpha = 0.6876, conditional beta = 0.8265
  plain average of beta = 0.7932
  alpha*beta: conditional = 0.5683
  alpha*beta: plain = 0.5454
  alpha*beta: stepwise walk = 0.5684
feedback: density per current = 1.0e+19 m^-3 per A/cm^2
feedback: current scale J0 = 1.3333 A/cm^2
feedback: x at fold = 0.3618, Pi at fold = 0.5465
feedback: ion current at fold = 0.4824 A/cm^2
feedback: critical source current = 0.2188 A/cm^2
feedback: steady J at 0.99 critical source = 0.4297 A/cm^2
feedback: current where Pi = 1 is 1.0812 A/cm^2
feedback: smallest P for a finite jump = 0.8808
```
